\section*{Line-of-Sight Escape of Secondary Electrons from a Trench Floor}

\section{What goes wrong without the result}

In a scanning electron microscope the floor of a deep trench often looks darker than an open surface of the same material. Part of the loss is geometric: electrons released at the floor strike the walls. Without the right escape fraction, this loss can be mistaken for a change of material, or turned into a wrong depth.

Take a trench 700 nm wide and 1200 nm deep. In the model treated here, 28.0 percent of the electrons emitted at the floor centre get out. Suppose that this fraction is known, but is interpreted as if all upward directions were equally likely. The inferred depth is then about 740 nm instead of 1200 nm. The geometry was right and the angular law was wrong. The number needed is the escape fraction for cosine emission,
\begin{equation}
F=\frac{w}{\sqrt{w^2+4h^2}},
\label{eq:result}
\end{equation}
where $w$ is the width and $h$ the depth.

\section{The model}

The trench runs without end along $y$. Its floor is the strip $|x|<w/2$ at $z=0$, its walls are vertical, and its opening lies at $z=h$. Electrons start at the floor centre, $x=0$, and fly in straight lines. An electron that strikes a wall is lost; one that reaches $z=h$ between the walls has escaped.

Let $\theta$ be the angle between the direction of flight and the floor normal. Cosine emission means that the probability of leaving into the solid angle $d\Omega$ is
\begin{equation}
dP=\frac{\cos\theta}{\pi}\,d\Omega,\qquad 0\le\theta<\frac{\pi}{2}.
\label{eq:cosine}
\end{equation}
The factor $1/\pi$ makes the total probability one:
\begin{equation}
\int_0^{2\pi}\!d\phi\int_0^{\pi/2}\frac{\cos\theta}{\pi}\sin\theta\,d\theta
=2\pi\cdot\frac1\pi\cdot\frac12=1 .
\end{equation}

$F$ is thus a probability per emitted electron. It is neither the secondary yield, which counts electrons emitted per incident electron, nor the detector efficiency. If the yield is the same for the trench floor and an open surface, and the detector collects escaped electrons equally well in all directions, $F$ is the ratio of their direct signals. The second condition matters because the trench filters directions. For the trench above, a detector that accepts only electrons within 60 degrees of the normal would see a ratio of 0.351 instead of 0.280, and one limited to 45 degrees a ratio of 0.453.

\section{Angles suited to a trench}

The walls restrict motion along $x$ but not along $y$. We therefore describe a direction by its angle $a$ in the cross-section, measured from the vertical, and its tilt $b$ along the trench:
\begin{equation}
\mathbf n=(\cos b\,\sin a,\ \sin b,\ \cos b\,\cos a),
\qquad -\frac{\pi}{2}<a,b<\frac{\pi}{2}.
\label{eq:n}
\end{equation}
This is a unit vector, since its squared length is $\cos^2 b(\sin^2a+\cos^2a)+\sin^2b=1$. Its $z$ component is positive in the stated ranges, which cover the upper hemisphere once.

To find $d\Omega$, differentiate:
\begin{align}
\partial_a\mathbf n&=(\cos b\cos a,\ 0,\ -\cos b\sin a),\\
\partial_b\mathbf n&=(-\sin b\sin a,\ \cos b,\ -\sin b\cos a).
\end{align}
Their scalar product is
\begin{equation}
-\cos b\sin b\cos a\sin a+\cos b\sin b\sin a\cos a=0,
\end{equation}
so the two vectors are perpendicular. The first has length $\cos b$. The second has length $\sqrt{\sin^2b+\cos^2b}=1$. The small patch they span on the unit sphere is a rectangle of area
\begin{equation}
d\Omega=\cos b\,da\,db .
\label{eq:omega}
\end{equation}

The cosine in the emission law is the $z$ component of $\mathbf n$, namely $\cos\theta=\cos b\cos a$. Inserting this and \eqref{eq:omega} in \eqref{eq:cosine} gives
\begin{equation}
dP=\frac1\pi\cos^2 b\,\cos a\,da\,db .
\label{eq:joint}
\end{equation}
One factor $\cos b$ comes from the emission law and the other from the solid angle.

\section{The escape fraction}

The time needed to climb to the opening is proportional to $h/n_z$. The sideways position there is
\begin{equation}
x(h)=h\frac{n_x}{n_z}
=h\frac{\cos b\sin a}{\cos b\cos a}=h\tan a .
\label{eq:xtop}
\end{equation}
The tilt $b$ has cancelled. An electron tilted along the trench travels farther, but its projection on the cross-section is the same straight line.

Since $|x|$ grows steadily with height, an electron that is between the walls at $z=h$ has been between them all the way. It escapes if
\begin{equation}
|\tan a|<\frac{w}{2h}=\tan a_m .
\label{eq:condition}
\end{equation}
This places no limit on $b$, so we sum over all tilts. With $\cos^2b=(1+\cos2b)/2$,
\begin{equation}
\int_{-\pi/2}^{\pi/2}\cos^2b\,db
=\left[\frac b2+\frac{\sin2b}{4}\right]_{-\pi/2}^{\pi/2}
=\frac\pi2 .
\label{eq:tilt}
\end{equation}
The probability density of the projected angle is therefore
\begin{equation}
p(a)=\frac1\pi\cdot\frac\pi2\cos a=\frac{\cos a}{2}.
\label{eq:pa}
\end{equation}
Integration over the open range gives
\begin{equation}
F=\int_{-a_m}^{a_m}\frac{\cos a}{2}\,da
=\frac{\sin a_m-\sin(-a_m)}{2}=\sin a_m .
\end{equation}

The angle $a_m$ belongs to a right triangle with vertical side $h$ and horizontal side $w/2$. Its hypotenuse runs from the floor centre to the top edge, so
\begin{equation}
F=\frac{w/2}{\sqrt{(w/2)^2+h^2}}
=\frac{w}{\sqrt{w^2+4h^2}},
\end{equation}
where the last step multiplies numerator and denominator by 2. This is \eqref{eq:result}. The electron energy does not appear, because a straight path is the same at every speed.

\section{A second route, through the opening}

The result also follows by adding up patches of the opening. A patch $dx\,dy$ at $(x,y,h)$ lies at distance $R=\sqrt{x^2+y^2+h^2}$, with $\cos\theta=h/R$. Seen from the floor centre it fills the solid angle $\cos\theta\,dx\,dy/R^2$. Hence
\begin{equation}
dP=\frac{\cos^2\theta}{\pi R^2}\,dx\,dy
=\frac{h^2}{\pi(x^2+y^2+h^2)^2}\,dx\,dy .
\label{eq:patch}
\end{equation}
Write $s^2=x^2+h^2$ and substitute $y=s\tan t$, so that $dy=s\,dt/\cos^2t$ and $s^2+y^2=s^2/\cos^2t$:
\begin{equation}
\int_{-\infty}^{\infty}\frac{dy}{(s^2+y^2)^2}
=\frac1{s^3}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt
=\frac{\pi}{2s^3}.
\end{equation}
The remaining integral is
\begin{equation}
F=\int_{-w/2}^{w/2}\frac{h^2\,dx}{2(x^2+h^2)^{3/2}}
=\frac12\left[\frac{x}{\sqrt{x^2+h^2}}\right]_{-w/2}^{w/2},
\end{equation}
which is again \eqref{eq:result}. Equation \eqref{eq:patch} also serves for a trench of finite length.

\section{Limits and the role of the cosine law}

For a shallow trench, $h\ll w$, divide by $w$ and expand:
\begin{equation}
F=\left(1+\frac{4h^2}{w^2}\right)^{-1/2}\simeq1-\frac{2h^2}{w^2}.
\end{equation}
Nearly everything escapes. For a deep trench, $h\gg w$, take out $2h$ instead:
\begin{equation}
F=\frac{w}{2h}\left(1+\frac{w^2}{4h^2}\right)^{-1/2}
\simeq\frac{w}{2h}\left(1-\frac{w^2}{8h^2}\right).
\end{equation}
The signal then falls as $1/h$, not as $1/h^2$, because the opening narrows in angle across the trench but not along it. For a trench of finite length this holds only while the depth is small compared with the length; beyond that the fall approaches $1/h^2$.

If emission were uniform over the hemisphere, $dP$ would be $d\Omega/(2\pi)=\cos b\,da\,db/(2\pi)$. The integral of $\cos b$ over all tilts is 2, so the density in $a$ would be $1/\pi$, and
\begin{equation}
F_{\rm iso}=\frac{2a_m}{\pi}.
\label{eq:iso}
\end{equation}
In the deep limit $a_m\simeq w/(2h)$, and $F/F_{\rm iso}$ tends to $\pi/2$. The cosine law puts more electrons at small projected angles: at $a=0$ the density is $1/2$ instead of $1/\pi$. These are the electrons that a deep trench lets out, whatever their tilt along it.

\section{Away from the centre}

An electron starting at $x$ has distances $s_1=w/2-x$ and $s_2=w/2+x$ to the two walls. Integrating \eqref{eq:pa} between the two limiting angles gives
\begin{equation}
F(x)=\frac12\left[G(s_1)+G(s_2)\right],\qquad
G(s)=\frac{s}{\sqrt{s^2+h^2}} .
\label{eq:off}
\end{equation}
The slope $G'(s)=h^2/(s^2+h^2)^{3/2}$ decreases as $s$ grows. Since $ds_1/dx=-1$ and $ds_2/dx=1$,
\begin{equation}
F'(x)=\tfrac12[G'(s_2)-G'(s_1)]<0\quad\text{for }x>0,
\end{equation}
because then $s_2>s_1$. By symmetry the centre is the brightest point of the floor in this model.

For a beam that covers the floor evenly, the average is needed. Both terms of \eqref{eq:off} contribute equally, as each distance runs once from 0 to $w$:
\begin{equation}
\overline F=\frac1w\int_0^w\frac{s\,ds}{\sqrt{s^2+h^2}}
=\frac{\sqrt{w^2+h^2}-h}{w}.
\label{eq:mean}
\end{equation}

\section{Sensitivity to depth and width}

Take the logarithm, $\ln F=\ln w-\frac12\ln(w^2+4h^2)$. At fixed width,
\begin{equation}
\frac{d\ln F}{d\ln h}=h\frac{d\ln F}{dh}
=-\frac{4h^2}{w^2+4h^2}=-(1-F^2),
\end{equation}
since $F^2=w^2/(w^2+4h^2)$. At fixed depth,
\begin{equation}
\frac{d\ln F}{d\ln w}=1-\frac{w^2}{w^2+4h^2}=1-F^2 .
\end{equation}
The two add to zero because scaling the whole trench leaves $F$ unchanged. A line-of-sight signal therefore fixes the ratio $h/w$; a depth follows once the width is known:
\begin{equation}
h=\frac w2\sqrt{\frac1{F^2}-1}.
\label{eq:inverse}
\end{equation}

\section{Worked example}

Let $w=700$ nm and $h=1200$ nm. The distance from the floor centre to a top edge is $\sqrt{350^2+1200^2}=1250$ nm, so
\begin{equation}
F=\frac{350}{1250}=0.2800 .
\end{equation}
The limiting angle is $16.26$ degrees, and 72 percent of the electrons strike the walls. A direct sum of the cosine law over a grid of 2000 by 1200 directions, keeping those that clear the top edges, also gives 0.2800.

The deep-trench estimate $w/(2h)$ is 0.2917, which exceeds $F$ by 4.2 percent. Uniform emission would give 0.1807. Setting \eqref{eq:iso} equal to 0.28 instead gives $a_m=0.440$ rad and a depth of $350/\tan a_m\simeq740$ nm, the wrong depth quoted at the start.

At $x=200$ nm the escape fraction is 0.2703, and the floor average is also 0.2703, or 3.4 percent below the centre value. The agreement comes from the chosen position. For a parabolic profile $A-Bx^2$, the average equals the value at $x=w/\sqrt{12}$, because the mean of $x^2$ over the floor is $w^2/12$. Here that position is close to 200 nm, and the smooth, even profile is roughly parabolic.

The sensitivity is $1-0.2800^2=0.9216$. A depth increase of 1 percent at fixed width lowers the signal by about 0.9 percent.

\section{What the model leaves out}

Each estimate below changes one assumption and keeps the others. Percentages are relative to $F=0.2800$. The electron energy, where it matters, is a round 3 eV.

\subsection*{Leaning walls}

If the walls lean outward by 1 degree, the top width becomes $700+2\cdot1200\tan1^\circ=741.9$ nm. The gap between a straight path and a straight wall varies linearly with height. It is positive at the floor, so it stays positive if it is positive at the top, and the top width alone decides. Equation \eqref{eq:result} with this width gives 0.2953, a rise of 5.5 percent.

\subsection*{Walls that send electrons back}

Let a wall re-emit an arriving electron with probability $r$, by the cosine law about the wall normal, while the floor still absorbs. Let $g(z)\,dz$ be the mean number of hits on one wall between $z$ and $z+dz$ per emitted electron. A first flight hits at $z=(w/2)/\tan a$. Since $p(a)\,da=\frac12d(\sin a)$, the density of first hits is
\begin{equation}
g_0(z)=\frac12\left|\frac{d}{dz}\frac{w/2}{\sqrt{w^2/4+z^2}}\right|
=\frac{wz}{4(w^2/4+z^2)^{3/2}} .
\end{equation}
The same rule, applied to a flight from height $z'$ across the full width, gives
\begin{equation}
g(z)=g_0(z)+r\int_0^h\frac{w^2\,g(z')\,dz'}{2[w^2+(z-z')^2]^{3/2}} .
\end{equation}
A re-emitted electron leaves through the opening if it passes above the top of the opposite wall. With $d=h-z$, this has probability $q(z)=\frac12[1-d/\sqrt{d^2+w^2}]$. Both walls count, so
\begin{equation}
F_r=F+2r\int_0^h g(z)\,q(z)\,dz .
\end{equation}
For $r=0.2$ this gives 0.3076, or 9.9 percent more. One million random flights gave 0.3078. If 0.3076 were put into \eqref{eq:inverse}, the depth would come out near 1080 nm, about 10 percent too small. These figures hold for diffuse re-emission only. If the walls reflect like mirrors, an electron keeps climbing and is reflected $n$ times when $(2n-1)\,w/(2h)<|\tan a|<(2n+1)\,w/(2h)$; weighting each range by $r^n$ gives 0.363 for $r=0.2$, about 30 percent more.

\subsection*{Charge on the floor}

Let the floor be at a voltage $V$ above the opening, with a uniform field between them. This requires the wall potential to fall linearly with height, which is an assumption about the walls. An electron of initial energy $E$ loses the energy $eV$ while climbing. In units of its initial speed, its vertical speed falls from $n_z$ to $\sqrt{n_z^2-eV/E}$. The acceleration is constant, so the mean vertical speed is half the sum of these, and the sideways position at the top is
\begin{equation}
x(h)=\frac{2h\,n_x}{n_z+\sqrt{n_z^2-eV/E}} .
\end{equation}
Two things reduce escape: electrons with $n_z^2<eV/E$ turn back, and the others have more time to drift into a wall. For $V=1$ V the fraction is 0.220, a loss of 21.4 percent. The result now depends strongly on electron energy: the loss is about 49 percent at 1.5 eV and 12 percent at 5 eV. It also depends on the walls. If they are grounded conductors, the field is confined to a height of order $w/\pi$ above the floor and pushes electrons towards the centre; trajectories at 3 eV then give about 0.255, a loss of about 9 percent, and at 1.5 eV the loss is about 20 percent.

\subsection*{Extraction field}

A field above the sample that pulls electrons upward penetrates the opening. Between conducting walls, the slowest-decaying even solution of Laplace's equation varies as $\cos(\pi x/w)\,e^{-\pi d/w}$ at depth $d$ below the top. A field of 1 kV/mm thus has a voltage scale of field times $w/\pi$, which is 0.22 V. Spreading this gain evenly over the depth gives 0.289, or 3.3 percent more. This is a rough estimate with two opposing errors. It overstates the vertical gain, since the field acts only near the top and the exact potential at the centre of the opening is about 0.15 V; placing the gain near the top without sideways force gives only about 1 percent more. It also omits sideways focusing. Trajectories in the exact field of the slot give 0.289 as well, so here the two errors nearly cancel.

\subsection*{Finite length}

For absorbing end walls 5000 nm apart, with emission midway between them, \eqref{eq:patch} integrated over the rectangular opening gives 0.2694. The loss is 3.8 percent.

\subsection*{Diffraction}

The wavelength at 3 eV is $\lambda=0.708$ nm. Over the depth of the trench, an edge is blurred on the scale of the Fresnel length $\sqrt{\lambda h}=29.1$ nm. Narrowing the opening by this amount on each side would lower $F$ by 7.7 percent. That is only a length scale turned into a percentage, not a calculated loss. For walls that absorb without reflecting, the wave flux of untilted electrons through the opening differs from the ray value by less than 0.1 percent. Quantum reflection of slow electrons at grazing incidence is a separate effect; it depends on the shape of the surface barrier and is not bounded by this scale. For trenches of the same shape, $\sqrt{\lambda h}/w$ grows as the size shrinks, so the ray picture is less secure in narrower trenches.

\section{The model beside a real trench}

The example has the rough size of a gate trench in a power transistor, where widths below or near a micrometre and depths of one to a few micrometres occur. Secondary electrons typically have energies of a few eV, so 3 eV is representative, but a real beam releases a spread of energies. The re-emission probability, the floor voltage and the extraction field are chosen round values; they depend on the surface, the insulating layers and the instrument. For 1 V and 3 eV, the charged floor lowers the result by about a fifth if the field is uniform over the depth, but by just under a tenth between grounded walls, which is similar in size and opposite in sign to the effect of diffuse wall re-emission with $r=0.2$. Slower electrons are affected more. Rounded floors and rough walls change the geometry further. Backscattered electrons can also release new secondaries from the walls and the top surface. These add to the image signal but are not part of $F$, so a measured brightness ratio need not equal $F$ even in a trench of ideal shape. A magnetic field at the sample, as in an immersion lens, bends the paths; a vertical field of 1 T lowers $F$ by about 1 percent at 3 eV, 2.4 percent at 1 eV and 7 percent at 0.1 eV; for still slower electrons, whose orbit radius approaches the trench width, the trend reverses. The angular law and the detector also enter: emission proportional to $\cos^n\theta$ makes the inferred depth about 7 percent too large for $n=0.8$ and 6 percent too small for $n=1.2$, and a detector limited to 60 degrees from the normal makes it about 22 percent too small. Equation \eqref{eq:result} can be used to estimate depth when emission follows the cosine law, the yield matches that of the reference surface, collection does not depend on direction, the beam is at the floor centre, the width at the top is known, the trench is long compared with its depth, fields in the trench are weak, and the signal from the walls is small or has been corrected for. In the example, using the floor width with walls leaning by 1 degree makes the depth about 6 percent too small, a length of 5000 nm or a beam covering the whole floor makes it about 4 percent too large, and a uniform retarding field with $eV/E=0.1$ makes it about 7 percent too large.

\section*{Computed values}
\begin{verbatim}
Trench width w: 700 nm
Trench depth h: 1200 nm
Half width w/2: 350 nm
Distance floor centre to top edge: 1250 nm
Limiting projected angle: 16.26 degrees
Escape fraction F, formula: 0.2800
Escape fraction F, direct sum: 0.2800
Escape fraction F: 28.0 percent
Fraction absorbed by walls: 0.7200
Deep-trench estimate w/(2h): 0.2917
Deep-trench estimate, excess over F: 4.2 percent
Isotropic emission instead: 0.1807
Off-centre position x: 200 nm
Escape fraction at that x: 0.2703
Escape fraction, floor average: 0.2703
Floor average relative to F: -3.4 percent
d ln F / d ln h: -0.9216
d ln F / d ln w: 0.9216
Wall lean, outward: 1.0 degree
Top width with lean: 741.9 nm
F with lean: 0.2953 (+5.5 percent)
Wall re-emission probability: 0.2
F with re-emission: 0.3076 (+9.9 percent)
Same by random flights: 0.3078
Electron energy for estimates: 3.0 eV
Positive floor voltage: 1.0 V
F, charged floor: 0.220 (-21.4 percent)
Extraction field: 1.0 kV/mm
Voltage scale in opening: 0.22 V
F with extraction: 0.289 (+3.3 percent)
Finite trench length: 5000 nm
F, finite length: 0.2694 (-3.8 percent)
Electron wavelength: 0.708 nm
Fresnel length: 29.1 nm
F, opening narrowed by Fresnel length each side: 0.2583
Cautious diffraction scale: -7.7 percent
\end{verbatim}
